# Depolarization and Excitonic Shifts of the Intersubband Resonance

**Q:** Electrons in a quantum well occupy the lowest subband, and light polarized across the well lifts them to the next one. Energy conservation puts the absorption line at the subband spacing. What is there to derive?

**A:** The spacing belongs to one electron moving in a static potential. When the field drives the transition, the charge of all the electrons oscillates across the well, and the potential they produce oscillates with it. That extra potential acts on the same transition. We must find the frequency at which the coupled motion resonates.

Let $z$ be the direction across the well. I take one parabolic mass $m^*$ and one dielectric constant $\kappa$, so there are no image charges. Units are effective atomic units, $\hbar=m^*=e^2/\kappa=1$ in Gaussian form, with length unit $a^*$ and energy unit $\mathrm{Ha}^*$. The static problem is the Kohn–Sham equation

$$\left[-\tfrac12\partial_z^2+v(z)\right]\varphi_j=\varepsilon_j\varphi_j,\qquad v=v_{\rm ext}+v_H+v_{xc},$$

with real, normalized $\varphi_j$ and $v_{xc}$ in the local-density approximation (LDA). I write $\varepsilon_{j0}=\varepsilon_j-\varepsilon_0$ and $\Delta=\varepsilon_{10}$. The static Hartree and exchange-correlation potentials are thus already inside $\Delta$.

The areal density, both spins together, is $N$. In-plane states fill a disc of radius $k_F$ with $N=2\pi k_F^2/(2\pi)^2$, so the Fermi energy is $k_F^2/2=\pi N$. At zero temperature the second subband is empty if $\pi N<\Delta$, which I assume.

**Q:** There are many electrons with different in-plane momenta. Must you not follow each of them?

**A:** Not for a field that is uniform in the plane. The potential then depends on $z$ and $t$ alone, and each orbital keeps the form $e^{i\mathbf k\cdot\mathbf r}\varphi(z,t)$. The in-plane kinetic energy $k^2/2$ contributes a phase. All electrons start in $\varphi_0$ and obey the same equation, so they share one function:

$$i\partial_t\varphi=\left[-\tfrac12\partial_z^2+v_{\rm ext}+Fz\cos\omega t+v_H[n]+v_{xc}(n)\right]\varphi,\qquad n=N|\varphi|^2 .$$

The Pauli principle is respected because any two electrons differ in their in-plane factor or in their spin. The approximation here is adiabatic: $v_{xc}$ at time $t$ is the static LDA function of the density at that time.

**Q:** That equation is nonlinear. How do you get a resonance frequency from it?

**A:** By linearizing for weak $F$. Write

$$\varphi=e^{-i\varepsilon_0t}\Big(\varphi_0+\sum_{j\ge1}c_j\varphi_j\Big),$$

with small $c_j$. A first-order change in the coefficient of $\varphi_0$ must be imaginary to preserve the norm. It is a phase and does not alter the density at this order.

Let $\delta v$ be the whole time-dependent change of potential. Inserting the expansion and projecting on $\varphi_j$ gives, to first order,

$$i\dot c_j=\varepsilon_{j0}c_j+V_j,\qquad V_j=\langle j|\delta v|0\rangle .$$

Products such as $\delta v\,c_j$ are of second order and have been dropped. With $c_j=x_j+iy_j$ and real $V_j$, the imaginary and real parts are

$$\dot x_j=\varepsilon_{j0}y_j,\qquad \dot y_j=-\varepsilon_{j0}x_j-V_j .$$

Differentiating the first and inserting the second,

$$\ddot x_j=-\varepsilon_{j0}^2x_j-\varepsilon_{j0}V_j. \tag{1}$$

The density change follows from $|\varphi|^2$, keeping the cross terms:

$$\delta n=2N\sum_{j\ge1}\varphi_0\varphi_jx_j. \tag{2}$$

For motion at frequency $\omega$, (1) gives $x_j=\varepsilon_{j0}V_j/(\omega^2-\varepsilon_{j0}^2)$. Each electron responds to the total potential with poles at the bare spacings.

**Q:** Then the pole is at $\Delta$ after all.

**A:** It is there in the response to the total potential. But $V_j$ contains the response itself, through

$$\delta v_H(z)=-2\pi\int|z-z'|\,\delta n(z')\,dz',\qquad \delta v_{xc}(z)=\frac{dv_{xc}}{dn}\bigg|_{n_0(z)}\delta n(z),$$

where $n_0=N\varphi_0^2$. The first expression is the potential energy of charged sheets. Since $\partial_z^2|z-z'|=2\delta(z-z')$, it satisfies Poisson's equation for electrons, $\delta v_H''=-4\pi\,\delta n$. An additive constant in the sheet potential would not matter, because $\int\delta n\,dz=0$ by orthogonality.

Now keep the single excited subband $j=1$, and put $\rho=\varphi_0\varphi_1$, $x=x_1$, $z_{01}=\langle0|z|1\rangle$. Then $\delta n=2N\rho x$, and

$$V_1=Fz_{01}\cos\omega t+2N(K_H+K_{xc})x,$$

$$K_H=-2\pi\iint\rho(z)|z-z'|\rho(z')\,dz\,dz',\qquad K_{xc}=\int\rho^2\frac{dv_{xc}}{dn}\,dz .$$

Equation (1) becomes that of a driven oscillator:

$$\ddot x=-\tilde\omega^2x-\Delta Fz_{01}\cos\omega t,\qquad \tilde\omega^2=\Delta^2+2N\Delta(K_H+K_{xc}). \tag{3}$$

**Q:** The kernel in $K_H$ is negative everywhere. Does the Hartree term lower the frequency?

**A:** No, because $\rho$ changes sign. Define the running integral

$$G(z)=\int_{-\infty}^z\rho\,dz',\qquad G(\pm\infty)=0,$$

where the upper limit vanishes by orthogonality. Let $u(z)=-2\pi\int|z-z'|\rho(z')dz'$. Its derivative counts the charge on the left minus that on the right:

$$u'=-2\pi\{G(z)-[G(\infty)-G(z)]\}=-4\pi G .$$

Since $\rho=G'$, integration by parts gives

$$K_H=\int G'u\,dz=[Gu]_{-\infty}^{\infty}-\int Gu'\,dz=4\pi\int G^2dz>0 .$$

The boundary term vanishes because $G$ does. Displacing electrons creates a field that pulls them back, and this stiffens the oscillator. That is the depolarization effect.

The integral $G$ can also be found without integrating. From the static equation, $\varphi_j''=2(v-\varepsilon_j)\varphi_j$, so the potential cancels in

$$(\varphi_1\varphi_0'-\varphi_0\varphi_1')'=\varphi_1\varphi_0''-\varphi_0\varphi_1''=2\Delta\,\varphi_0\varphi_1 .$$

Integrating from the left, where both functions vanish, $G=(\varphi_1\varphi_0'-\varphi_0\varphi_1')/(2\Delta)$. This uses the fact that $v$ is a local potential common to both states.

**Q:** And the exchange-correlation part?

**A:** Its sign follows from the functional. I use LDA exchange, the density derivative of the uniform-gas exchange energy, and Hedin–Lundqvist correlation, for which

$$v_{xc}=-\left(\frac{3n}{\pi}\right)^{1/3}-C\ln\left(1+\frac A{r_s}\right),\qquad r_s=\left(\frac3{4\pi n}\right)^{1/3},$$

with $C=0.0225$ and $A=21$. Since $dr_s/dn=-r_s/(3n)$,

$$\frac{dv_{xc}}{dn}=-\frac13\left(\frac3\pi\right)^{1/3}n^{-2/3}-\frac{CA}{3n(r_s+A)}<0 .$$

Hence $K_{xc}<0$. Where density accumulates, the exchange-correlation potential deepens and favours further accumulation, so the oscillator softens. The name "excitonic" refers to the attraction between the excited electron and the vacancy it leaves. Here a local density functional represents that attraction.

Dividing (3) by $\Delta^2$ gives

$$\boxed{\tilde\omega^2=\Delta^2(1+\alpha-\beta)}$$

$$\alpha=\frac{2NK_H}{\Delta}=\frac{8\pi N}{\Delta}\int G^2dz,\qquad \beta=-\frac{2NK_{xc}}{\Delta}=-\frac{2N}{\Delta}\int\varphi_0^2\varphi_1^2\frac{dv_{xc}}{dn}dz .$$

Both are positive. An oscillation requires $1+\alpha-\beta>0$; otherwise the assumed ground state is unstable within this model.

**Q:** You found a pole at $\Delta$ in one response and at $\tilde\omega$ in another. Which one does an absorption experiment see?

**A:** The one at $\tilde\omega$, if the field $F$ is the external one. For light with a normal field component and a wavelength much larger than the well, the normal displacement field is continuous across the layer. It plays the part of the given drive, while the field inside includes the electrons' own contribution.

The steady solution of (3) is $x=\Delta Fz_{01}\cos\omega t/(\omega^2-\tilde\omega^2)$. Comparing it with $x=\Delta V_1/(\omega^2-\Delta^2)$ gives

$$V_1=Fz_{01}\cos\omega t\;\frac{\omega^2-\Delta^2}{\omega^2-\tilde\omega^2}.$$

At $\omega=\Delta$ the effective perturbation vanishes: the induced potential cancels the applied one in this matrix element. The zero removes the pole at $\Delta$.

The mean displacement per electron is $2z_{01}x$, so its amplitude is $\chi F$ with

$$\chi(\omega)=\frac{2\Delta z_{01}^2}{(\omega+i0^+)^2-\tilde\omega^2}.$$

The infinitesimal $0^+$ selects the causal response. Near the positive pole the denominator is $2\tilde\omega(\omega-\tilde\omega+i0^+)$, so $\operatorname{Im}\chi=-(\pi\Delta z_{01}^2/\tilde\omega)\,\delta(\omega-\tilde\omega)$. The absorbed power per area is the time average of $N\,\partial_t(F\cos\omega t)\langle z\rangle$:

$$P=-\tfrac12N\omega F^2\operatorname{Im}\chi=\tfrac\pi2NF^2\Delta z_{01}^2\,\delta(\omega-\tilde\omega).$$

The line moves, but its integrated weight is the same as without the induced potentials. The oscillator strength remains $f_{01}=2\Delta z_{01}^2$ within two subbands.

**Q:** Can you give me a case I can check by hand?

**A:** Take hard walls at $0$ and $L$ and neglect the static potentials of the electrons. With $\theta=\pi z/L$,

$$\rho=\frac2L\sin\theta\sin2\theta=\frac1L(\cos\theta-\cos3\theta),\qquad G=\frac1\pi\left(\sin\theta-\tfrac13\sin3\theta\right).$$

The two sines are orthogonal on $0<\theta<\pi$, each with squared integral $\pi/2$. Therefore

$$\int_0^LG^2dz=\frac L{\pi^3}\,\frac\pi2\left(1+\frac19\right)=\frac{5L}{9\pi^2},\qquad K_H=\frac{20L}{9\pi}.$$

With $\Delta=(4-1)\pi^2/(2L^2)=3\pi^2/(2L^2)$,

$$\alpha=2N\,\frac{20L}{9\pi}\,\frac{2L^2}{3\pi^2}=\frac{80NL^3}{27\pi^3}.$$

Wide, densely filled wells have a large $\alpha$, that is, a large depolarization shift relative to $\Delta$, until $\pi N$ reaches $\Delta$ and the assumption of one occupied subband ends.

**Q:** Let me see numbers with the static potentials included.

**A:** I choose the model parameters $m^*=0.07$ electron masses and $\kappa=13$, which give $a^*=9.83$ nm and $\mathrm{Ha}^*=11.27$ meV. The well has hard walls, $L=3\,a^*$ (29.5 nm) and $N=0.2\,a^{*-2}$ ($2.07\times10^{11}$ cm$^{-2}$). The self-consistent solution has $\Delta=1.4749\,\mathrm{Ha}^*$, above the Fermi energy of 0.628, so one subband is filled. In effective units,

$$K_H=4\pi(0.18053)=2.2686,\qquad K_{xc}=-0.6822,$$

$$\alpha=\frac{2(0.2)(2.2686)}{1.4749}=0.615,\qquad \beta=\frac{2(0.2)(0.6822)}{1.4749}=0.185,$$

$$\tilde\omega=1.4749\sqrt{1+0.615-0.185}=1.764\,\mathrm{Ha}^* .$$

The line is at 19.9 meV instead of 16.6 meV, a net upward shift of 3.3 meV.

The sine-function estimate is $\alpha=0.516$. The self-consistent value is larger for two reasons visible in the numbers: the spacing falls from 1.645 to 1.475, and $K_H$ rises from $20L/(9\pi)=2.12$ to 2.27.

**Q:** Those numbers come from your formula. What shows that the formula describes the nonlinear equation?

**A:** A direct propagation in time. The orbital, restricted to two subbands, receives a weak momentum kick. It then evolves with $v_H$ and $v_{xc}$ recomputed from the instantaneous density; the derivative $dv_{xc}/dn$ is not used. The zero crossings of the mean displacement give 1.7638 $\mathrm{Ha}^*$, the same as the formula to the digits shown. The whole displacement signal differs from the predicted sinusoid by at most $1.8\times10^{-4}$ of its largest predicted value, which tests the strength as well as the frequency.

The two causes can be separated in the same way:

- With $v_{xc}$ frozen at its static value, propagation gives 1.8744, equal to $\Delta\sqrt{1+\alpha}$.
- With $v_H$ frozen instead, it gives 1.3314, equal to $\Delta\sqrt{1-\beta}$.

These separate shifts, $+0.40$ and $-0.14\,\mathrm{Ha}^*$, add up to $0.26$, whereas the joint shift is $0.29$. It is the changes of the squared frequency that add.

**Q:** A symmetric well may be kind to you. In a tilted one the two states have different mean positions, so the diagonal elements of $\delta v$ do not vanish.

**A:** They do not vanish, but they do not enter the linear frequency. The element $\langle1|\delta v|1\rangle$ multiplies $c_1$, which makes a second-order term. The element $\langle0|\delta v|0\rangle$ changes the phase of $\varphi_0$ at first order. Nothing in the derivation of (3) used parity.

As a test, I add a potential of slope $1\,\mathrm{Ha}^*/a^*$. Then $\Delta=1.6280$, $\alpha=0.4870$ and $\beta=0.1595$, so $\tilde\omega=1.6280\sqrt{1.3275}=1.8757\,\mathrm{Ha}^*$. Propagation restricted to the same two subbands gives the same value. This confirms (3) within the two-subband model; without parity, $j=2$ can also mix into the resonance.

**Q:** You have still thrown away all the higher subbands.

**A:** They can be restored. For free motion, (1) and (2) give

$$\ddot x_j=-\varepsilon_{j0}\Big(\varepsilon_{j0}x_j+2N\sum_kK_{jk}x_k\Big),$$

where $K_{jk}$ is $K_H+K_{xc}$ with one factor $\rho$ replaced by $\varphi_0\varphi_j$ and the other by $\varphi_0\varphi_k$. Setting $x_j=\sqrt{\varepsilon_{j0}}\,u_j$ makes the problem symmetric:

$$\ddot u_j=-\sum_k\left[\varepsilon_{j0}^2\delta_{jk}+2N\sqrt{\varepsilon_{j0}\varepsilon_{k0}}\,K_{jk}\right]u_k .$$

The eigenvalues of the bracket are the squared resonance frequencies. Its $1\times1$ version is (3).

For the symmetric example the main resonance remains at 1.7638 $\mathrm{Ha}^*$ to four decimals when all subbands of the numerical grid are kept. Its oscillator strength is 0.944, as in the two-subband result. Parity prevents $j=2$ from mixing with $j=1$, because $\varphi_0\varphi_1$ is odd and $\varphi_0\varphi_2$ is even; the first subband that can mix is $j=3$. Parity does not fix the size of that mixing, which is set by the off-diagonal element $2N\sqrt{\varepsilon_{10}\varepsilon_{30}}\,K_{13}$ compared with the difference of the two diagonal elements. Agreement to four decimals is thus a property of this example: the parabolic well treated next is also symmetric, and there the two-subband value is off by 0.12% of $\omega_0$.

**Q:** Is there a well for which the complete answer is known independently?

**A:** The parabolic well, $v_{\rm ext}=\frac12\omega_0^2z^2$. Let the ground state move rigidly with displacement $X(t)$:

$$\varphi=\varphi_0(\zeta)\,e^{i(\dot Xz-\varepsilon_0t-\theta(t))},\qquad \zeta=z-X(t).$$

The density moves rigidly, and so do $v_H$ and $v_{xc}$, since one depends on relative distances and the other on the local density. Insert this into the orbital equation without the drive. The terms $-i\dot X\varphi_0'$ cancel between the two sides. Using the static equation at $\zeta$ for the rest leaves

$$-\ddot Xz+\dot\theta=\tfrac12\dot X^2+\tfrac12\omega_0^2(z^2-\zeta^2)=\tfrac12\dot X^2+\omega_0^2Xz-\tfrac12\omega_0^2X^2 .$$

The terms linear in $z$ require $\ddot X=-\omega_0^2X$. The others fix the phase, $\dot\theta=\frac12\dot X^2-\frac12\omega_0^2X^2$. The electrons therefore oscillate at the bare frequency $\omega_0$, whatever $N$ is.

For $\omega_0=1.5\,\mathrm{Ha}^*$ and $N=0.2\,a^{*-2}$, the Kohn–Sham spacing is only 1.192. With $\alpha=0.779$ and $\beta=0.192$, the two-subband formula gives 1.5018, which is 0.12% above $\omega_0$. The response with all subbands gives 1.5000. Here the spacing alone would be wrong by about a fifth of $\omega_0$, and the induced potentials repair it.

**Q:** Does depolarization win whenever there are electrons in the well?

**A:** Not in this model. For fixed subband functions, $\alpha\propto N$. The exchange part of $dv_{xc}/dn$ varies as $N^{-2/3}$, so its part of $\beta$ varies as $N^{1/3}$ and falls more slowly as the well is emptied. Correlation adds to $\beta$ with the same sign. At low density the excitonic term must therefore dominate. The self-consistent results for $L=3\,a^*$ are, with energies in $\mathrm{Ha}^*$:

| $N$ ($a^{*-2}$) | $\Delta$ | $\alpha$ | $\beta$ | $\tilde\omega$ |
|---|---|---|---|---|
| 0.01 | 1.660 | 0.025 | 0.064 | 1.627 |
| 0.05 | 1.629 | 0.131 | 0.107 | 1.648 |
| 0.10 | 1.579 | 0.276 | 0.138 | 1.684 |
| 0.20 | 1.475 | 0.615 | 0.185 | 1.764 |
| 0.30 | 1.373 | 1.034 | 0.228 | 1.846 |

At $N=0.01$ the line lies below $\Delta$; by $N=0.05$ it lies above. Across the tabulated densities, from $N=0.01$ to $0.30$, $\Delta$ falls while $\tilde\omega$ rises, so even the trend with density would be misread if the line were identified with the spacing.

**Q:** Would you trust the downward shift in a real dilute well?

**A:** Not on this evidence. The functional is taken from a uniform three-dimensional gas. At $N=0.01$ the average density $N/L$ corresponds to $r_s\approx4.2\,a^*$, which exceeds the well width. Treating the surroundings of each electron as locally uniform is then hard to justify. At $N=0.2$ the same estimate gives $r_s\approx1.5\,a^*$, half the width, so $\beta$ is a model value there too. The Hartree coefficient $\alpha$ depends on the functional less directly, through $\varphi_0$, $\varphi_1$ and $\Delta$.

The agreement with time propagation does not settle this question, since both calculations use the same functional. It confirms the linear response, not the adiabatic LDA. The formula also needs changes if the second subband is occupied, if the two subbands have different masses, or if the field varies in the plane. The numerical output gives the remaining digits of the cases discussed here.

## Calculated quantities

```
mass ratio 0.07, dielectric constant 13.0
effective bohr a* = 9.8276 nm
effective hartree Ha* = 11.2710 meV
width L = 3.0 a* = 29.48 nm
density N = 0.2 a*^-2 = 2.071e+11 cm^-2
Fermi energy = 0.6283 Ha*
empty-well spacing = 1.6449 Ha*
Kohn-Sham spacing Delta = 1.4749 Ha*
integral of G^2 = 0.18053 a*
K_H = 2.2686 Ha* a*^2
K_xc = -0.6822 Ha* a*^2
alpha = 0.6153, beta = 0.1850 (no unit)
alpha from sine functions = 0.5160 (no unit)
depolarization only: formula 1.8744, time 1.8744 Ha*
excitonic only: formula 1.3314, time 1.3314 Ha*
both: formula 1.7638, time 1.7638 Ha*
Delta = 16.62 meV
resonance = 19.88 meV
net shift = 3.26 meV
|z01| = 0.5656 a*, f01 = 0.9436 (no unit)
largest dipole-signal error, 2 subbands = 1.8e-04 (relative)
largest dipole-signal error, 10 subbands = 2.2e-04 (relative)
all subbands: main resonance = 1.7638 Ha*
all subbands: its strength = 0.9442 (no unit)
all subbands: strength sum = 0.99999 (no unit)
tilted well, slope = 1.0 Ha*/a*
  Delta = 1.6280 Ha*
  alpha = 0.4870, beta = 0.1595 (no unit)
  resonance: formula 1.8757, time 1.8757 Ha*
parabolic well, bare frequency = 1.5 Ha*, N = 0.2 a*^-2
  Delta = 1.1920 Ha*
  alpha = 0.7793, beta = 0.1921 (no unit)
  two-subband resonance = 1.5018 Ha*
  all-subband resonance = 1.50000 Ha*
scan at L = 3 a*: N (a*^-2), Delta (Ha*), alpha, beta, resonance (Ha*)
  0.01  1.6600  0.0254  0.0643  1.6274
  0.05  1.6286  0.1311  0.1074  1.6477
  0.10  1.5788  0.2758  0.1380  1.6840
  0.20  1.4749  0.6153  0.1850  1.7638
  0.30  1.3733  1.0342  0.2276  1.8458
```
